\section*{Decay of the second radial mode in a cylindrical ambipolar afterglow}

\section{Question}

I am stuck on an exercise about pulsed plasmas. The power to a long cylindrical plasma is switched off, and the charged particles diffuse to the wall. At $t=0$ the two lowest radial modes have equal amplitudes. When has the second fallen to one percent of the first?

The numbers are for a model atomic gas without negative ions: radius $R=5$ cm, pressure 100 mTorr, and a temperature of 300 K for gas, ions and electrons. The ion mass is 40 u, the reduced ion mobility is 1.5 cm$^2$/Vs, and each mode has amplitude $5\times10^{9}$ cm$^{-3}$.

I wrote the density as
\begin{equation}
n=A\left[J_0(x_1r/R)\,e^{-\nu_1t}+J_0(x_2r/R)\,e^{-\nu_2t}\right],
\end{equation}
with $x_k$ the zeros of $J_0$, found $\nu_2=789$ s$^{-1}$, and solved $e^{-\nu_2t}=0.01$. This gives 5.8 ms, which I am told is wrong. Worse, when I plot my density at $t=0$ it is negative near the wall. Where are the mistakes, and can I trust the answer for a real reactor?

\section{Answer}

There are two separate problems. Your condition compares the second mode with its own initial value, whereas the question compares it with the first mode at the same instant, and the first mode is decaying too. The negative density is a fault of the initial condition. It can be repaired without changing the required time.

\subsection{The diffusion equation}

Let $n$ be the common density of electrons and singly charged ions, and $E$ the radial field. With mobilities $\mu$ and diffusion coefficients $D$ taken positive, the radial fluxes are
\begin{align}
\Gamma_i&=\mu_i nE-D_i\,\partial_r n, &
\Gamma_e&=-\mu_e nE-D_e\,\partial_r n .
\end{align}
Without volume sources or losses, subtracting the two continuity equations at equal densities gives $\partial_r[r(\Gamma_i-\Gamma_e)]=0$. So $r(\Gamma_i-\Gamma_e)$ is independent of $r$. It vanishes on the axis, hence everywhere, and the fluxes are equal. This fixes the field:
\begin{equation}
(\mu_i+\mu_e)nE=(D_i-D_e)\,\partial_r n .
\end{equation}
Inserting it in the ion flux,
\begin{align}
\Gamma&=\left[\frac{\mu_i(D_i-D_e)}{\mu_i+\mu_e}-D_i\right]\partial_r n\nonumber\\
&=-\frac{\mu_iD_e+\mu_eD_i}{\mu_i+\mu_e}\,\partial_r n\equiv-D_a\,\partial_r n ,
\end{align}
because the two terms $\mu_iD_i$ cancel. For $\mu_e\gg\mu_i$ and the Einstein relation $D=\mu k_BT/e$ for each species,
\begin{equation}
D_a\simeq D_i+\mu_i\frac{D_e}{\mu_e}=D_i+\mu_i\frac{k_BT_e}{e}
=D_i\left(1+\frac{T_e}{T_i}\right).
\end{equation}
The field opposes the diffusion of the electrons and pulls the ions down the density gradient. At equal temperatures it doubles the ion diffusion coefficient. Here $\mu_i/\mu_e$ is about $10^{-4}$, so the approximation is harmless.

If $D_a$ is uniform and the cylinder is long enough to ignore its ends, particle conservation gives
\begin{equation}
\frac{\partial n}{\partial t}=\frac{D_a}{r}\frac{\partial}{\partial r}\left(r\frac{\partial n}{\partial r}\right),\qquad n(R,t)=0 .
\label{diff}
\end{equation}
The wall condition idealizes rapid loss at the surface; its error is estimated below.

\subsection{Modes and amplitudes}

Put $n=f(r)g(t)$ in Eq.~\eqref{diff} and divide by $fg$. One side then depends on $t$ and the other on $r$, so both equal a constant, called $-\nu$:
\begin{equation}
g'=-\nu g,\qquad \frac1r(rf')'+\frac{\nu}{D_a}f=0 .
\end{equation}
Multiplying the radial equation by $rf$ and integrating by parts gives $\nu\int_0^R rf^2dr=D_a\int_0^R rf'^2dr$. Thus $\nu>0$ and every mode decays. The radial equation is Bessel's equation of order zero. Its second solution diverges on the axis, leaving $f=J_0(r\sqrt{\nu/D_a})$. The wall condition requires $R\sqrt{\nu/D_a}=x_k$, so
\begin{equation}
\nu_k=\frac{D_ax_k^2}{R^2},\qquad x_1=2.40483,\quad x_2=5.52008 .
\end{equation}

Since $J_0(0)=1$, the amplitude $A_k$ multiplying $J_0(x_kr/R)$ is that mode's density on the axis. ``Equal amplitudes'' refers to this normalization; another one would change the initial ratio.

To extract $A_k$ from a profile, let $s=r/R$ and $f_k(s)=J_0(x_ks)$, so that $(sf_k')'=-x_k^2sf_k$. Multiply by $f_m$, subtract the same relation with $k$ and $m$ exchanged, and integrate:
\begin{equation}
\left[s(f_mf_k'-f_kf_m')\right]_0^1=(x_m^2-x_k^2)\int_0^1sf_kf_m\,ds .
\end{equation}
The left side is zero at both ends, so different modes are orthogonal with weight $s$. For the norm, multiply the equation for $f_k$ by $2sf_k'$:
\begin{equation}
\frac{d}{ds}(sf_k')^2=-x_k^2s^2\frac{d}{ds}f_k^2 .
\end{equation}
Integrate from 0 to 1, by parts on the right. The boundary term vanishes because $f_k(1)=0$, and $f_k'(1)=-x_kJ_1(x_k)$. Hence
\begin{equation}
x_k^2J_1(x_k)^2=2x_k^2\int_0^1sf_k^2\,ds,
\end{equation}
and therefore
\begin{equation}
A_k=\frac{2}{J_1(x_k)^2}\int_0^1n\,J_0(x_ks)\,s\,ds .
\end{equation}

\subsection{Why your initial density is negative}

Just inside the wall put $s=1-\delta$. To first order, $J_0(x_ks)\simeq x_kJ_1(x_k)\delta$, so two modes alone give
\begin{equation}
n\simeq\left[A_1x_1J_1(x_1)+A_2x_2J_1(x_2)\right]\delta .
\end{equation}
Here $J_1(x_1)>0$ and $J_1(x_2)<0$. For positive $A_1$, a non-negative density near the wall requires
\begin{equation}
\frac{A_2}{A_1}\le\frac{x_1J_1(x_1)}{x_2|J_1(x_2)|}=0.6647 .
\label{wall}
\end{equation}
Your ratio of 1 violates this, and your density dips to $-0.075A_1$. There are two ways out.

The first is to read ``equal amplitudes'' as equal magnitudes and take $A_2=-A_1$:
\begin{equation}
n(r,0)=A_1\left[J_0(x_1s)-J_0(x_2s)\right].
\end{equation}
This hollow profile is zero on the axis and nowhere negative. For $s\le x_1/x_2$, both arguments lie between 0 and $x_1$, where $J_0$ decreases, and $x_1s\le x_2s$; the difference is therefore non-negative. For larger $s$, the argument $x_2s$ lies between the first two zeros, so $J_0(x_2s)\le0$ while $J_0(x_1s)\ge0$.

The second is to keep the same sign but admit higher modes. A centred column proportional to $e^{-(r/w)^2}$ with $w/R=0.3699$ has $A_2=A_1$ and is positive throughout the interior. Its higher modes do not affect $A_2/A_1$, because Eq.~\eqref{diff} is linear and each amplitude evolves independently.

\subsection{The time}

In both cases
\begin{equation}
\left|\frac{A_2(t)}{A_1(t)}\right|=\frac{e^{-\nu_2t}}{e^{-\nu_1t}}=e^{-(\nu_2-\nu_1)t}.
\end{equation}
Setting this to $1/100$ and taking logarithms,
\begin{equation}
t_*=\frac{\ln100}{\nu_2-\nu_1}
=\frac{\ln100}{x_2^2-x_1^2}\frac{R^2}{D_a}
=\frac{4.60517}{24.6881}\frac{R^2}{D_a}=0.1865\,\frac{R^2}{D_a}.
\label{tstar}
\end{equation}
If the initial magnitudes had the ratio $q$ instead of 1, $\ln100$ would become $\ln(100q)$, provided $q>0.01$.

Now the transport coefficient. The reduced mobility refers to the gas density at 760 Torr and 273.15 K, and mobility is inversely proportional to density. At 0.1 Torr and 300 K,
\begin{equation}
\mu_i=1.5\times\frac{760}{0.1}\times\frac{300}{273.15}
=1.252\times10^{4}\ \mathrm{cm^2/Vs}.
\end{equation}
With $k_BT/e=0.02585$ V, $D_i=\mu_ik_BT/e=323.7$ cm$^2$/s, and equal temperatures give $D_a=2D_i=647.4$ cm$^2$/s. Then
\begin{equation}
t_*=0.18653\times\frac{25\ \mathrm{cm^2}}{647.4\ \mathrm{cm^2/s}}
=7.2\ \mathrm{ms}.
\end{equation}

The rates are $\nu_1=149.8$ s$^{-1}$ and $\nu_2=789$ s$^{-1}$, differing by 639 s$^{-1}$. At your 5.8 ms the ratio is still $e^{-639\times0.00584}\simeq0.024$, or 2.4 percent.

As an independent test, Eq.~\eqref{diff} was integrated numerically on 200 radial cells and the two amplitudes were extracted from the resulting density. The ratio reached 0.01 at 7.201 ms for the hollow profile and 7.208 ms for the Gaussian column, against 7.204 ms from Eq.~\eqref{tstar}.

\subsection{What ``one percent'' means}

By $t_*$ the first mode has itself fallen to
\begin{equation}
e^{-\nu_1t_*}=0.01^{\,x_1^2/(x_2^2-x_1^2)}=0.34
\end{equation}
of its initial value. The plasma becomes nearly single-moded while a third of that mode is still present.

One percent in amplitude is one percent of the density on the axis, but not of other quantities. The wall flux of a mode is proportional to $A_kx_kJ_1(x_k)$, so by Eq.~\eqref{wall} the second mode's share relative to the first is $0.01/0.6647=1.5$ percent. For the particle content, use $\int_0^1sJ_0(x_ks)ds=J_1(x_k)/x_k$. The relative share is then
\begin{equation}
0.01\,\frac{x_1|J_1(x_2)|}{x_2J_1(x_1)}
=\frac{0.01}{0.6647}\left(\frac{x_1}{x_2}\right)^2=0.29\ \text{percent}.
\end{equation}
The wall flux thus remembers the initial shape longer than the total content does. For the hollow start the second mode lowers the axial density but raises the wall flux and the content, since $A_2$ and $J_1(x_2)$ are both negative.

\subsection{Finite length and changing temperature}

Suppose the cylinder has length $L$, with zero density at its ends, and both radial modes share the axial factor $\sin(\pi z/L)$. Axial diffusion adds $D_a\pi^2/L^2$ to both rates. At prescribed temperatures their difference, and hence $t_*$, is unchanged, although the plasma as a whole disappears sooner. The extra losses would also strengthen the escape cooling discussed below.

If $D_a$ varies in time but stays uniform in space, each amplitude obeys $\dot A_k=-D_a(t)x_k^2A_k/R^2$. Integrating both and dividing gives
\begin{equation}
\int_0^{t_*}D_a(t)\,dt=\frac{\ln100}{x_2^2-x_1^2}\,R^2 .
\end{equation}
This matters because electrons are hot when the power goes off. Suppose $T_e$ starts at 1 eV and relaxes exponentially to the gas temperature $T$ with time constant $\tau=0.1$ ms, while the ions stay at $T$ with fixed mobility. Write $\theta_0=T_e(0)/T=1/0.02585=38.7$. The condition becomes
\begin{equation}
D_i\left[2t_*+(\theta_0-1)\tau(1-e^{-t_*/\tau})\right]=0.18653\,R^2 .
\end{equation}
Since $t_*\gg\tau$, the exponential is negligible. The hot phase replaces $37.7\times0.1/2=1.9$ ms of cold diffusion, and $t_*$ drops from 7.2 to 5.3 ms. Numerical integration of the diffusion equation with this cooling law also gives 5.3 ms.

In the opposite limit, $T_e\to0$ with the ions at 300 K, the field no longer helps the ions. Then $D_a\to D_i$ and the time doubles to 14.4 ms.

\subsection{How far to trust 7.2 ms}

\textbf{Small corrections.} The ion mean free path is $0.0049R$, and the initial Debye length, calculated with density $A_1$, is $0.00034R$. Ion diffusion and quasineutrality are therefore reasonable over most of the radius. The electron mean free path for gas collisions is longer, about $0.12R$ with the cross section assumed below, but for $\mu_e\gg\mu_i$ only the ratio $D_e/\mu_e$ enters $D_a$. At the wall, ions leave at a finite speed of about $u=\sqrt{k_B(T_e+T_i)/M}$, with $M$ the ion mass. Equating $nu$ to $-D_a\partial_rn$ gives $n=-\ell\,\partial_rn$ with $\ell=D_a/u=0.0037R$. The eigenvalue condition becomes $J_0(y)=(\ell/R)yJ_1(y)$, whose roots are $y_k\simeq x_k(1-\ell/R)$ to first order. Thus $t_*$ grows by about $2\ell/R$, or 0.7 percent, to 7.26 ms.

\textbf{Gas temperature.} At fixed pressure and fixed reduced mobility, $\mu_i\propto T$ because the density falls as $1/T$. The Einstein relation supplies another factor $T$, so $t_*\propto T^{-2}$. With gas, ions and electrons all at 400 K, $t_*=7.2\times(300/400)^2=4.1$ ms.

\textbf{Recombination.} When two electrons and an ion meet, one electron can be captured. The loss term is $-Kn^3$, with $K\propto T_e^{-9/2}$ in the usual estimate. At the initial amplitude and 300 K, $Kn^2$ is about 3 s$^{-1}$, or 2 percent of $\nu_1$. Including it for the hollow start moves $t_*$ to 7.25 ms. At ten times the density and the same temperature, $Kn^2$ would be about 300 s$^{-1}$, twice $\nu_1$, and the linear mode picture would fail.

\textbf{Cooling by escape.} Electrons that reach the wall carry away more than the mean thermal energy. Let each remove $\epsilon k_BT_e$. This includes $2k_BT_e$ of kinetic energy at the wall, the work against the sheath, and the work against the ambipolar field. A rough estimate based on the first mode gives $\epsilon\simeq11$. If $N$ is the electron number and $\nu_w$ the wall-loss rate per electron, then $\dot N=-\nu_wN$, and escape alone gives
\begin{align}
\frac{d}{dt}\left(\tfrac32Nk_BT_e\right)&=-\epsilon\nu_wNk_BT_e,\nonumber\\
\frac{dT_e}{dt}&=-\frac{\epsilon-3/2}{3/2}\,\nu_wT_e .
\end{align}
With $\nu_w=\nu_1$ the cooling rate is about $(9.5/1.5)\times150\simeq950$ s$^{-1}$. Collisions with ions and gas pull $T_e$ back towards 300 K. For $T_e$ near 300 K, density $A_1$ and an assumed electron-gas cross section of $5\times10^{-16}$ cm$^2$, their rates are roughly 650 and 630 s$^{-1}$. These rates are comparable, so the electrons cannot stay at the gas temperature. Following $T_e$ together with the hollow density profile gives $t_*$ of about 9 ms, with $T_e$ then about half the gas temperature.

With recombination also included, the estimate for the hollow start is about 11 ms, roughly half as long again as the simple answer. The joint effect exceeds the sum of the separate ones because halving $T_e$ raises $K$ by $2^{4.5}\simeq23$; with $K$ held at its 300 K value the excess disappears. The shift depends on the initial shape. Recombination is strongest where the density peaks. Once the first mode dominates, that is on the axis, and the loss drives $A_2$ downward, which prolongs a negative second mode but shortens a positive one. For the Gaussian column with the same $A_1$, the same estimate gives only about 7.6 ms. The estimate assumes one uniform electron temperature and omits the heat released by recombination, which would oppose the cooling. It also depends on the rough value of $K$: doubling $K$ moves the hollow and Gaussian estimates to about 12.6 and 6.9 ms, and reducing it to about a fifth gives 9.6 and 8.4 ms. It shows the size of the error, not a corrected value to two or three digits.

\textbf{A real reactor.} Pulsed reactors for silicon etching run, very roughly, at a few to a hundred mTorr, with power-off intervals from tens of microseconds to milliseconds. Your pressure is at the upper end, and your density is low for an inductive source, closer to a late afterglow. With electrons held at 300 K, a 1 ms pause leaves the mode ratio at $e^{-0.639}\simeq0.53$. The 1 eV start considered above, with its assumed cooling time of 0.1 ms, adds the equivalent of 1.9 ms of cold diffusion and leaves only about $e^{-0.639\times2.9}\simeq0.16$. Once plasma reaches the wall, escape cools electrons at 1 eV faster than that at first, because $\nu_w\propto D_a$, but its rate falls as $T_e$ falls. If escape cooling replaces the assumed law, the ratio after 1 ms is about 0.2 for the hollow start, which loses particles quickly, and 0.05 to 0.1 for the Gaussian column, which stays hot longer. How much of the initial shape survives until the next pulse therefore depends on how fast the electrons cool. At fixed temperatures $t_*\propto pR^2$, where $p$ is the pressure. At 10 mTorr it would be 0.7 ms, but the mean free paths would be ten times longer, that of the electrons exceeding $R$, and the diffusion model would be less secure, especially for the second mode. Escape cooling would also be stronger, since wall losses speed up and gas collisions become rarer as the pressure falls. The electrons would then drop well below 300 K. By itself this lengthens $t_*$ to about 1 ms; the stronger recombination at low $T_e$ lengthens it further for the hollow start but brings the Gaussian column back to about 0.7 ms. Real chambers are often squat, and many etching gases form negative ions. The latter break the two-species flux balance used here, and I have not estimated that shift. At 100 mTorr, and leaving aside the limit $T_e\to0$, the effects estimated above, taken one at a time or in the combination shown, put $t_*$ between about 4 and 11 ms for the value of $K$ assumed.

For the exercise as stated, the answer is 7.2 ms ($7.2\times10^{-3}$ s), with an admissible initial profile. Most of the figures are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Radius R: 5 cm
Pressure: 100 mTorr
Gas, ion and electron temperature: 300 K
Ion mass: 40 u
Reduced ion mobility: 1.5 cm2/Vs
Initial mode amplitude: 5e+09 cm^-3
Electron-gas cross section: 5e-16 cm2
Zero x1: 2.40483
Zero x2: 5.52008
x2^2 - x1^2: 24.6881
ln(100): 4.60517
Coefficient t* Da/R^2: 0.18653
Gas density: 3.219e+15 cm^-3
Ion mobility at this density: 1.252e+04 cm2/Vs
Mobility ratio ion/electron: 0.00012
Ion diffusion coefficient Di: 323.7 cm2/s
Ambipolar coefficient Da: 647.4 cm2/s
Decay rate of mode 1: 149.8 1/s
Decay rate of mode 2: 789 1/s
RESULT t* from formula: 7.204 ms
t* from solver, hollow profile: 7.201 ms
t* from solver, Gaussian column: 7.208 ms
Gaussian width w/R, exp(-(r/w)^2): 0.3699
Minimum of same-sign pair / A1: -0.075
Largest allowed same-sign A2/A1: 0.6647
Fundamental left at t*: 0.34
Mode 2/mode 1 in wall flux at t*: 1.5 %
Mode 2/mode 1 in content at t*: 0.286 %
Ion mean free path / R: 0.0049
Debye length / R: 0.00034
Wall extrapolation length / R: 0.0037
t* with finite wall speed: 7.257 ms
t* with gas at 400 K, same pressure: 4.052 ms
t* in limit Te -> 0: 14.41 ms
Hot start: initial Te: 1 eV
Hot start: cooling time: 0.1 ms
Hot start: t* from integral: 5.32 ms
Hot start: t* from solver: 5.317 ms
Recombination rate K n^2 at start: 3 1/s
t* with recombination: 7.25 ms
Electron-ion energy exchange rate: 6.5e+02 1/s
Electron-gas energy exchange rate: 6.3e+02 1/s
Energy per escaping electron / kTe: 11
t* with escape cooling: 9.29 ms
Te/Tgas then, escape cooling: 0.52
t* with both effects: 10.9 ms
Te/Tgas then, both effects: 0.5
\end{verbatim}
